# Quadrupole Hyperfine Shifts of a Symmetric Top and the Nitrogen Triplet, part 2

A nucleus of spin $I \ge 1$ and quadrupole moment $Q$ lies on the figure axis (unit vector $\mathbf n$) of a symmetric top, where the field gradient along $\mathbf n$ is $q$. We seek the first-order quadrupole shifts of the rotational levels, and from them the three lines that replace the single $J = 1$–$0$ line.

Angular momenta are in units of $\hbar$, $e$ is the positive elementary charge, and $eqQ$ is an energy. Energies divided by $h$ are given in MHz.

The rotational angular momentum is $\mathbf J$, with $K = \mathbf J\cdot\mathbf n$ and $X = J(J+1)$. It couples with the nuclear spin $\mathbf I$ to a total $\mathbf F$, and $C = F(F+1) - I(I+1) - J(J+1)$. The components $n_i$ commute with each other and with $\mathbf J\cdot\mathbf n$. With rotational constants $B$ and, about the figure axis, $A$,

$$
E_{\rm rot} = B\left[J(J+1) - K^2\right] + A K^2 .
$$

The quadrupole energy is $H = \tfrac16 \sum Q_{ij} V_{ij}$, where $V_{ij}$ is the field-gradient tensor and

$$
Q_{ij} = a \left[ \tfrac32 (I_i I_j + I_j I_i) - \delta_{ij} \mathbf I^2 \right] ,
\qquad a = \frac{eQ}{I(2I-1)} .
$$

For the axial gradient this becomes

$$
H = \frac{eqQ}{4I(2I-1)} \left[ 3(\mathbf I\cdot\mathbf n)^2 - \mathbf I^2 \right] .
$$

If the axis were fixed in space, the spin component $m$ along $\mathbf n$ would be a good quantum number. For $I = 1$ the energies would be $+\tfrac14 eqQ$ for $m = \pm1$ and $-\tfrac12 eqQ$ for $m = 0$.

$H$ conserves $K$. Inside a block of fixed $J \ge 1$ and $K$,

$$
n_i n_j - \tfrac13\delta_{ij} \to
c \left[ \tfrac12(J_iJ_j + J_jJ_i) - \tfrac13\delta_{ij}\mathbf J^2 \right] ,
\qquad c = \frac{2(3K^2-X)}{X(2J-1)(2J+3)} .
$$

The example is a model top with $B/h = 9000$ MHz and a $^{14}$N nucleus, with $I = 1$ and $eqQ/h = -4$ MHz. Its unsplit line is at $2B/h = 18000$ MHz.

### The coupling of the two angular momenta

First write the bracket in $H$ so that the tensor appears:

$$
3(\mathbf I\cdot\mathbf n)^2 - \mathbf I^2
= 3\sum_{ij} I_i I_j \left( n_i n_j - \tfrac13\delta_{ij} \right) .
$$

After the replacement, two orderings of $J_i$ and $J_j$ occur. The components of $\mathbf I$ commute with those of $\mathbf J$, so the first ordering gives

$$
\sum_{ij} I_iI_jJ_iJ_j = \sum_i I_iJ_i \sum_j I_jJ_j = (\mathbf I\cdot\mathbf J)^2 .
$$

In the second ordering a commutator appears:

$$
\sum_{ij} I_iI_jJ_jJ_i = (\mathbf I\cdot\mathbf J)^2 + \sum_{ij} I_iI_j[J_j,J_i] ,
\qquad [J_j,J_i] = -i\sum_k\epsilon_{ijk}J_k .
$$

Since $\sum_{ij}\epsilon_{ijk}I_iI_j = (\mathbf I\times\mathbf I)_k = iI_k$, the extra term is $-i\cdot i\,\mathbf I\cdot\mathbf J = +\mathbf I\cdot\mathbf J$. Half the sum of the two orderings is $(\mathbf I\cdot\mathbf J)^2 + \tfrac12\mathbf I\cdot\mathbf J$. Including the trace term and the factor 3,

$$
H \to \frac{eqQ\,c}{4I(2I-1)}
\left[ 3(\mathbf I\cdot\mathbf J)^2 + \tfrac32\,\mathbf I\cdot\mathbf J - \mathbf I^2\mathbf J^2 \right] .
$$

This operator is diagonal in the total angular momentum $\mathbf F = \mathbf J + \mathbf I$. Squaring this relation gives

$$
\mathbf I\cdot\mathbf J = \tfrac12\left[F(F+1) - I(I+1) - J(J+1)\right] = \tfrac12 C .
$$

The first two terms in the bracket become $\tfrac34C^2 + \tfrac34C = \tfrac34C(C+1)$. Inserting $c$, and using $(3K^2-X)/X = 3K^2/X - 1$,

$$
E = eqQ\left[\frac{3K^2}{J(J+1)} - 1\right]
\frac{\tfrac34C(C+1) - I(I+1)J(J+1)}{2(2J-1)(2J+3)\,I(2I-1)} .
$$

The factor 2 in $c$ and the 4 in $H$ have combined into the 2 of the denominator. The last fraction is Casimir's function $Y(J,I,F)$, which completes the derivation.

The formula was tested against matrix elements of $n_in_j$ obtained by integrating rotor wavefunctions over angles. The test covers $J = 1$ to 3, every $K$ from $-J$ to $J$, and $I = 1$, $\tfrac32$ and $\tfrac52$. The numerical output below shows agreement to rounding error.

### What the two factors mean

The factor with $K$ has a classical reading. A rotating top with angular momentum $\mathbf J$ carries its axis around $\mathbf J$ at an angle $\beta$. With $\cos^2\beta = K^2/[J(J+1)]$, the factor equals $3\cos^2\beta - 1$. It has the angular dependence of an axial tensor averaged over precession about $\mathbf J$.

For $K = 0$ the axis turns in a plane perpendicular to $\mathbf J$, and the factor is $-1$. For $K = J$ it is $(2J-1)/(J+1)$, which is positive and approaches 2 at large $J$. The sign changes at $3K^2 = J(J+1)$. One level meets this condition with small integers: for $J = 3$, $K = 2$, both sides are 12, and the first-order splitting vanishes.

Casimir's function describes the relative direction of the nuclear spin and the rotation. Let $J$ become large while $m = F - J$ stays fixed. Then $C$ differs from $2Jm$ by a quantity that does not grow with $J$, and to leading order

$$
Y \to \frac{3J^2m^2 - I(I+1)J^2}{8J^2I(2I-1)}
= \frac{3m^2 - I(I+1)}{8I(2I-1)} .
$$

The shift becomes $\tfrac12(3\cos^2\beta-1)$ times the energy of a spin with component $m$ along a fixed axis. In this limit the direction of $\mathbf J$ serves as the fixed axis, and the field gradient along it is $q$ reduced by the precession.

There is also a sum rule. The trace of $I_iI_j$ over the spin states has no preferred direction, so it equals $\tfrac13\delta_{ij}$ times the trace of $\mathbf I^2$. The trace of $Q_{ij}$ is therefore zero for every $i$ and $j$, and so is the trace of $H$ in a block:

$$
\sum_F (2F+1)\,Y(J,I,F) = 0 .
$$

The splitting does not move the mean of the levels when each is counted with its degeneracy.

### The levels of the J = 1–0 transition

The electric dipole moment of the symmetric top lies along $\mathbf n$. Its components are proportional to $n_i$, which commute with $\mathbf J\cdot\mathbf n$, so the transition conserves $K$. The lower level has $J = 0$ and hence $K = 0$, and the upper level must have $K = 0$ as well. The factor with $K$ is then $-1$.

The lower level has the single value $F = I = 1$. In a $J = 0$ state all directions of $\mathbf n$ are equally likely, so the mean of $n_in_j - \tfrac13\delta_{ij}$ is zero, and there is no first-order shift.

The upper level has $F = 2$, 1 or 0. For $J = I = 1$,

$$
C = F(F+1) - 4 , \qquad I(I+1)J(J+1) = 4 ,
$$

and the denominator of $Y$ is $2\cdot1\cdot5\cdot1\cdot1 = 10$. The three cases are:

- $F = 2$: $C = 2$, $\tfrac34C(C+1) = 4.5$, $Y = (4.5-4)/10 = 0.05$.
- $F = 1$: $C = -2$, $\tfrac34C(C+1) = 1.5$, $Y = (1.5-4)/10 = -0.25$.
- $F = 0$: $C = -4$, $\tfrac34C(C+1) = 9$, $Y = (9-4)/10 = 0.5$.

The transition frequencies are

$$
\nu_F = \frac{2B}{h} - \frac{eqQ}{h}\,Y(1,1,F) .
$$

With $2B/h = 18000$ MHz and $eqQ/h = -4$ MHz, they become:

- $F = 2$: $18000 + 4\cdot0.05 = 18000.2$ MHz.
- $F = 1$: $18000 + 4\cdot(-0.25) = 17999.0$ MHz.
- $F = 0$: $18000 + 4\cdot0.5 = 18002.0$ MHz.

### Why the shifts are −1/2, +1/4 and −1/20

These fractions of $eqQ$ can be understood without Casimir's function. The three rotational states with $J = 1$ and $K = 0$ have wavefunctions proportional to $n_x$, $n_y$ and $n_z$. For the nuclear spin, choose the three states $|s_x\rangle$, $|s_y\rangle$, $|s_z\rangle$, where $|s_a\rangle$ has zero spin component along axis $a$. With suitable phases they rotate like the components of a vector. A spin state $\sum_a v_a|s_a\rangle$ then has $m = 0$ along $\mathbf n$ if $\mathbf v$ is parallel to $\mathbf n$. If $\mathbf v$ is perpendicular to $\mathbf n$, it is a combination of $m = 1$ and $m = -1$.

The state with $F = 0$ must be a scalar made from one factor $\mathbf n$ and one spin vector:

$$
\Psi_0 \propto \sum_a n_a|s_a\rangle .
$$

Here $\mathbf v = \mathbf n$. For every orientation of the molecule, the nuclear spin is in the state $m = 0$ along the molecular axis. The energy is therefore the fixed-axis value $-\tfrac12eqQ$.

The states with $F = 1$ form a vector, the cross product of $\mathbf n$ with the spin vector. Their spin part is perpendicular to $\mathbf n$ for every orientation, so $m = \pm1$, and the energy is $+\tfrac14eqQ$.

The sum rule gives the remaining level:

$$
5E_2 + 3\cdot\tfrac14eqQ - \tfrac12eqQ = 0 ,
\qquad E_2 = -\tfrac1{20}eqQ .
$$

The $F = 2$ states contain both kinds of spin state. For every orientation, one of the three spin states has $m = 0$ along $\mathbf n$, so the probabilities of $m = 0$ in the nine states of the block add up to 3. The $F = 0$ state takes 1 of this and the $F = 1$ states take nothing, which leaves $\tfrac25$ for each of the five $F = 2$ states. Their energy is therefore $\tfrac25\cdot(-\tfrac12eqQ) + \tfrac35\cdot\tfrac14eqQ = (-0.20 + 0.15)\,eqQ$, in which the two contributions largely cancel. This is why the $F = 2$ line lies close to the unsplit position.

### The strengths 5 : 3 : 1

The three sublevels of the lower level are degenerate and therefore equally populated in thermal equilibrium. Write them as $|0\rangle|s\rangle$, where $|0\rangle$ is the $J = 0$ state. Since $\langle n_a^2\rangle = \tfrac13$ in this state, the dipole component $n_a$ produces

$$
n_a|0\rangle = \frac1{\sqrt3}|a\rangle ,
$$

where $|a\rangle$ are three orthonormal states of $J = 1$, $K = 0$. The dipole does not act on the nuclear spin. Let $P_F$ be the projector on the upper states of total angular momentum $F$. Summed over dipole directions and spin states, the strength is

$$
S_F = \sum_{a,s}\langle0,s|\,n_aP_Fn_a\,|0,s\rangle
= \frac13\sum_{a,s}\langle a,s|P_F|a,s\rangle = \frac{2F+1}{3} ,
$$

because the nine states $|a\rangle|s\rangle$ span the upper block, and the trace of $P_F$ counts its states. The total is 3, so the relative strengths are $\tfrac59$, $\tfrac39$ and $\tfrac19$ for $F = 2$, 1 and 0. For one fixed polarization the ratios are the same, since the lower level has no preferred direction. The small differences in frequency among the three lines have been neglected in comparing their absorption.

The weights equal the degeneracies of the sum rule, and the weighted mean of the triplet remains at $2B/h$ to first order. With the numbers of the example,

$$
\frac{5\cdot0.2 + 3\cdot(-1.0) + 1\cdot2.0}{9}\ \text{MHz} = 0 .
$$

### Reading the coupling from a spectrum

The differences of the line positions are

$$
\nu_1 - \nu_2 = 0.30\,\frac{eqQ}{h} , \qquad
\nu_2 - \nu_0 = 0.45\,\frac{eqQ}{h} .
$$

To first order their ratio, 1.5 for the second over the first, does not depend on the coupling. The full width of the triplet is $0.75\,|eqQ|/h$, which is 3.0 MHz here.

The sign of $eqQ$ can be read from the order of the lines. The strongest line is in the middle for either sign. For negative $eqQ$ the weakest line, $F = 0$, has the highest frequency, as in the example. For positive $eqQ$ it has the lowest.

The $K = 1$ levels of $J = 1$ do not take part in this transition. Their factor is $\tfrac32 - 1 = +\tfrac12$, so their shifts have the opposite sign and half the size: $-0.1$, $+0.5$ and $-1.0$ MHz for $F = 2$, 1 and 0.

### The error of first order

A calculation that includes $J = 0$ to 3 together gives lines slightly above the first-order positions: by 37 Hz for $F = 1$ and $F = 0$, and by 13 Hz for $F = 2$. Second-order perturbation theory accounts for both numbers.

Write $H = eqQ\,w$. For $I = 1$ the operator $w$ has the eigenvalues $\tfrac14$ and $-\tfrac12$ at each orientation. Hence $(w-\tfrac14)(w+\tfrac12) = 0$, or

$$
w^2 = \tfrac18 - \tfrac14w .
$$

In the lower level $\langle w\rangle = 0$ and $\langle w^2\rangle = \tfrac18$. The functions $n_in_j - \tfrac13\delta_{ij}$ are those of $J = 2$, so $w$ connects the lower level with $J = 2$, which lies $6B$ higher. The lower level moves by

$$
\Delta E = -\frac{(eqQ)^2}{8\cdot6B} = -\frac{(eqQ)^2}{48B} .
$$

For the example this is $-16/(48\cdot9000)$ MHz, or $-37$ Hz. The upper levels $F = 0$ and $F = 1$ do not move, because the states found above have a definite $m^2$ along $\mathbf n$ and are eigenstates of $H$ itself. Their lines rise by the full 37 Hz.

For $F = 2$, $\langle w\rangle = -\tfrac1{20}$ and $\langle w^2\rangle = \tfrac18 + \tfrac1{80} = 0.1375$. Subtracting $\langle w\rangle^2 = 0.0025$ leaves 0.135 for the coupling to other levels. With $K = 0$, $w$ is even in $\mathbf n$ and changes $J$ by at most two, so the partner is $J = 3$, which lies $10B$ higher. The shift is $-0.135\cdot16/(10\cdot9000)$ MHz, or $-24$ Hz, and the line rises by $37 - 24 = 13$ Hz. A test with doubled $B$ confirms that these corrections fall as $1/B$.

### Where the formula stops applying

If $|eqQ|$ is not small compared with the rotational spacings, the mixing of $J$ must be included from the start. If the nucleus lies off the symmetry axis, its gradient tensor need not be axial about $\mathbf n$. Components that change $K$ by two can then connect the degenerate states $K = 1$ and $K = -1$, and the first-order formula for $|K| = 1$ can fail.

Other interactions add to the quadrupole energy. A magnetic coupling of the form $c_{\rm m}\,\mathbf I\cdot\mathbf J$ shifts the upper levels by $\tfrac12c_{\rm m}C$, that is, by $c_{\rm m}$, $-c_{\rm m}$ and $-2c_{\rm m}$ for $F = 2$, 1 and 0. It changes the ratio 1.5 of the spacings. The second-order quadrupole shifts found above also change it, to $1.5 - 0.1125\,eqQ/B$, which is 1.50005 in the example, so a departure from 1.5 reveals the magnetic coupling only after this correction has been allowed for. Centrifugal distortion moves the three lines together when it depends on $J$ and $K$ alone. Further nuclei with spin can split each line again. None of these effects is contained in the model frequencies given here.

## Table of computed values

```
levels (J,K,I,F) tested: 178
largest projection error: 2.0e-15
largest shift error: 5.4e-16 eqQ
B/h = 9000.0 MHz, eqQ/h = -4.0 MHz, I = 1
line centre 2B/h = 18000.0 MHz
K factor, J=1: K=0 -1.00, K=1 0.50
F=2: Casimir function Y = 0.0500
F=2: shift/eqQ (K=0) = -0.0500
F=2: shift, K=0 = 0.200 MHz
F=2: shift, K=1 = -0.100 MHz
F=2: line, first order = 18000.200 MHz
F=2: line, J mixed = 18000.200013 MHz
F=2: mixed minus first order = 13.0 Hz
F=2: relative strength = 0.5556
F=1: Casimir function Y = -0.2500
F=1: shift/eqQ (K=0) = 0.2500
F=1: shift, K=0 = -1.000 MHz
F=1: shift, K=1 = 0.500 MHz
F=1: line, first order = 17999.000 MHz
F=1: line, J mixed = 17999.000037 MHz
F=1: mixed minus first order = 37.0 Hz
F=1: relative strength = 0.3333
F=0: Casimir function Y = 0.5000
F=0: shift/eqQ (K=0) = -0.5000
F=0: shift, K=0 = 2.000 MHz
F=0: shift, K=1 = -1.000 MHz
F=0: line, first order = 18002.000 MHz
F=0: line, J mixed = 18002.000037 MHz
F=0: mixed minus first order = 37.0 Hz
F=0: relative strength = 0.1111
spacing, F=2 line minus F=1 line = 1.200 MHz
spacing, F=0 line minus F=2 line = 1.800 MHz
ratio of the two spacings = 1.500
```
